# Polarization-Controlled Tunnelling Through a 2 nm Barrier: The WKB Ratio: a program that tests the result

```python
"""
Result under test: for a rectangular barrier of width d, the low/high ratio of
WKB probability exponentials is
    R = exp[2 d q (sqrt(phi_high) - sqrt(phi_low))],  q = sqrt(2 m)/hbar,
which is near 4.3 for d = 2 nm, heights 1.9 and 2.1 eV and the free mass.
phi: barrier height above the Fermi level (eV); kappa = q sqrt(phi) (1/nm);
E: electrode kinetic energy at the Fermi level (eV); T: transmission.
The Schroedinger equation is integrated directly as an independent check.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import digamma, expit

width = 2.0
phi_low, phi_high = 1.9, 2.1
phi_mean = (phi_low + phi_high) / 2
delta = phi_high - phi_low
electrode_energy = 5.0
light_mass = 0.2
temperature = 300.0
optical_permittivity = 5.0
q = np.sqrt(2 * const.m_e * const.e) / const.hbar * 1e-9
kT = const.k * temperature / const.e


def solved_transmission(left, right, d=width, mass=1.0):
    """Integrate psi and psi'/mass backwards from a purely outgoing wave."""
    k = q * np.sqrt(electrode_energy)

    def equation(x, y):
        height = left + (right - left) * x / d
        return [mass * y[1], q**2 * height * y[0]]

    solution = solve_ivp(equation, (d, 0.0), [1.0 + 0j, 1j * k],
                         method="DOP853", rtol=1e-10, atol=1e-12)
    assert solution.success
    psi, flux_derivative = solution.y[:, -1]
    incident = (psi + flux_derivative / (1j * k)) / 2
    return 1 / abs(incident)**2


def prefactor(left, right):
    E = electrode_energy
    return 16 * E * np.sqrt(left * right) / ((E + left) * (E + right))


# Rectangular barrier: exponentials and their ratio
kappa_low, kappa_high = q * np.sqrt(phi_low), q * np.sqrt(phi_high)
exponent_low, exponent_high = 2 * kappa_low * width, 2 * kappa_high * width
log_ratio = exponent_high - exponent_low
ratio = np.exp(log_ratio)
assert abs(ratio - 4.3) < 0.05

# Decay rate and mass dependence from numerical wave functions
for height in (phi_low, phi_high):
    for mass in (1.0, light_mass):
        t_thin = solved_transmission(height, height, 2.0, mass)
        t_thick = solved_transmission(height, height, 2.2, mass)
        decay = np.log(t_thin / t_thick) / 0.2
        # The light-mass tolerance allows for the small reflected wave.
        tolerance = 1e-6 if mass == 1.0 else 1e-4
        assert abs(decay / (2 * q * np.sqrt(mass * height)) - 1) < tolerance

# Full transmission, including matching at the faces
t_low = solved_transmission(phi_low, phi_low)
t_high = solved_transmission(phi_high, phi_high)
pre_low, pre_high = prefactor(phi_low, phi_low), prefactor(phi_high, phi_high)
assert abs(t_low / (pre_low * np.exp(-exponent_low)) - 1) < 1e-6
assert abs(t_high / (pre_high * np.exp(-exponent_high)) - 1) < 1e-6
full_ratio = t_low / t_high

# Expansion about the mean height and equivalent thickness
kappa_mean = q * np.sqrt(phi_mean)
linear_log = kappa_mean * width * delta / phi_mean
corrected_log = linear_log * (1 + delta**2 / (32 * phi_mean**2))
assert abs(corrected_log - log_ratio) < 2e-6
equivalent_thickness = log_ratio / (2 * kappa_mean)
t_mean = solved_transmission(phi_mean, phi_mean)
t_wider = solved_transmission(phi_mean, phi_mean,
                              width + equivalent_thickness)
assert abs(t_mean / t_wider / ratio - 1) < 1e-6

# Tilted barriers: one end is fixed and the mean heights are unchanged
low_end, high_end = phi_mean - delta, phi_mean + delta


def trapezoid_exponent(left, right):
    return 4 * width * q * (right**1.5 - left**1.5) / (3 * (right - left))


for end in (low_end, high_end):
    action = quad(lambda x: 2 * q * np.sqrt(
        end + (phi_mean - end) * x / width), 0, width)[0]
    formula = trapezoid_exponent(end, phi_mean)
    assert abs(action - formula) < 1e-8
    solved = solved_transmission(end, phi_mean)
    # WKB matching neglects the small relative slope of kappa at the faces.
    assert abs(solved / (prefactor(end, phi_mean) * np.exp(-formula)) - 1) < 0.01
tilt_ratio = np.exp(trapezoid_exponent(high_end, phi_mean)
                    - trapezoid_exponent(low_end, phi_mean))
internal_field = delta / width * 10  # 1 V/nm = 10 MV/cm

# Image potential between two ideal metal planes
coulomb = const.e / (4 * np.pi * const.epsilon_0 * optical_permittivity) * 1e9


def image_energy(x):
    s = x / width
    return coulomb / (4 * width) * (
        2 * np.euler_gamma + digamma(s) + digamma(1 - s))


n = np.arange(1, 100001)
for x in (0.3, 1.0):
    series = np.sum(n * width / ((n * width)**2 - x**2) - 1 / (n * width))
    explicit = -coulomb * (1 / (4 * x) + series / 2)
    assert abs(explicit - image_energy(x)) < 1e-8


def image_exponent(height):
    turn = brentq(lambda x: height + image_energy(x), 1e-4, width / 2)
    half = quad(lambda x: np.sqrt(max(height + image_energy(x), 0.0)),
                turn, width / 2, epsabs=1e-10, limit=200)[0]
    return 4 * q * half


image_low, image_high = image_exponent(phi_low), image_exponent(phi_high)
image_ratio = np.exp(image_high - image_low)
image_midpoint = -image_energy(width / 2)

# Small-bias conductance: integrate over normal energy relative to E_F
c = 2 * width * q


def relative_transmission(energy, height):
    return np.exp(-c * (np.sqrt(height - energy) - np.sqrt(height)))


cold, warm = [], []
for height in (phi_low, phi_high):
    cold_integral = quad(relative_transmission, -electrode_energy, 0,
                         args=(height,), epsabs=1e-11, limit=200)[0]
    closed = 2 * (1 + c * np.sqrt(height)) / c**2
    assert abs(cold_integral / closed - 1) < 1e-7
    warm_integral = quad(
        lambda e: relative_transmission(e, height) * expit(-e / kT),
        -electrode_energy, 1.5, points=[-0.3, 0.0, 0.3],
        epsabs=1e-11, limit=200)[0]
    slope = c / (2 * np.sqrt(height))
    thermal_factor = np.pi * slope * kT / np.sin(np.pi * slope * kT)
    # The sine law treats the exponent as linear near the Fermi level.
    assert abs(warm_integral / (closed * thermal_factor) - 1) < 0.01
    over_barrier = kT * np.exp(-height / kT)
    tunnelling = warm_integral * np.exp(-c * np.sqrt(height))
    assert over_barrier / tunnelling < 1e-12
    cold.append(cold_integral)
    warm.append(warm_integral)
cold_ratio = ratio * cold[0] / cold[1]
warm_ratio = ratio * warm[0] / warm[1]
light_ratio = np.exp(np.sqrt(light_mass) * log_ratio)

print(f"Barrier width: {width:.1f} nm")
print(f"Low and high barriers: {phi_low:.1f}, {phi_high:.1f} eV")
print(f"Decay constant at 1 eV, free mass: {q:.4f} 1/nm")
print(f"kappa, low and high: {kappa_low:.4f}, {kappa_high:.4f} 1/nm")
print(f"2 kappa d, low and high: {exponent_low:.4f}, {exponent_high:.4f}")
print(f"WKB exponential, low barrier: {np.exp(-exponent_low):.3e}")
print(f"WKB exponential, high barrier: {np.exp(-exponent_high):.3e}")
print(f"Logarithm of ratio: {log_ratio:.4f}")
print(f"Ratio of WKB probability exponentials: {ratio:.3f}")
print(f"Ratio of amplitudes, square forgotten: {np.sqrt(ratio):.3f}")
print(f"Mean height: {phi_mean:.1f} eV; kappa there: {kappa_mean:.4f} 1/nm")
print(f"Logarithm from linear expansion: {linear_log:.4f}")
print(f"Thickness change giving same ratio: {equivalent_thickness:.3f} nm")
print(f"Electrode kinetic energy: {electrode_energy:.1f} eV")
print(f"Matching prefactors, low and high: {pre_low:.3f}, {pre_high:.3f}")
print(f"Numerically solved transmission ratio: {full_ratio:.3f}")
print(f"Light barrier mass: {light_mass:.1f} free masses")
print(f"Exponential ratio with light mass: {light_ratio:.3f}")
print(f"Moving end of tilted barrier: {low_end:.1f}, {high_end:.1f} eV")
print(f"Internal field of tilted barrier: {internal_field:.2f} MV/cm")
print(f"Exponential ratio with tilt: {tilt_ratio:.3f}")
print(f"Optical relative permittivity: {optical_permittivity:.1f}")
print(f"Image lowering at midpoint: {image_midpoint:.3f} eV")
print(f"Image-force exponents: {image_low:.3f}, {image_high:.3f}")
print(f"Exponential ratio with image force: {image_ratio:.3f}")
print(f"Temperature: {temperature:.0f} K; thermal energy: {kT:.5f} eV")
print(f"WKB conductance ratio at 0 K: {cold_ratio:.3f}")
print(f"WKB conductance ratio at 300 K: {warm_ratio:.3f}")
print("all good")
```

Printed output:

```
Barrier width: 2.0 nm
Low and high barriers: 1.9, 2.1 eV
Decay constant at 1 eV, free mass: 5.1232 1/nm
kappa, low and high: 7.0618, 7.4242 1/nm
2 kappa d, low and high: 28.2472, 29.6967
WKB exponential, low barrier: 5.400e-13
WKB exponential, high barrier: 1.267e-13
Logarithm of ratio: 1.4495
Ratio of WKB probability exponentials: 4.261
Ratio of amplitudes, square forgotten: 2.064
Mean height: 2.0 eV; kappa there: 7.2453 1/nm
Logarithm from linear expansion: 1.4491
Thickness change giving same ratio: 0.100 nm
Electrode kinetic energy: 5.0 eV
Matching prefactors, low and high: 3.193, 3.333
Numerically solved transmission ratio: 4.082
Light barrier mass: 0.2 free masses
Exponential ratio with light mass: 1.912
Moving end of tilted barrier: 1.8, 2.2 eV
Internal field of tilted barrier: 1.00 MV/cm
Exponential ratio with tilt: 4.263
Optical relative permittivity: 5.0
Image lowering at midpoint: 0.100 eV
Image-force exponents: 25.159, 26.708
Exponential ratio with image force: 4.707
Temperature: 300 K; thermal energy: 0.02585 eV
WKB conductance ratio at 0 K: 4.060
WKB conductance ratio at 300 K: 4.083
all good
```
